# Linear Dopant Segregation from a Half-Space to an Initially Empty Interface, part 2

During an anneal, dopant atoms diffuse through a silicide film and settle at its interface with silicon. The question is how fast the interface fills. The model of the first half replaces the film by a half-space \(x>0\) with constant diffusivity \(D\) and initial concentration \(c_0\), and the interface by a fixed plane \(x=0\) that starts empty. No dopant passes into \(x<0\), and no electric field acts in the half-space.

The concentration is \(c(x,t)\), in atoms per volume, and the plane holds \(\Gamma(t)\) atoms per area. Exchange at the plane is fast, so local equilibrium holds there, with the linear law \(\Gamma=s\,c(0,t)\), where the length \(s\) is the enrichment length. Diffusion and the atom balance at the plane give

\[
\frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial x^2}\quad(x>0),
\qquad
s\frac{\partial c}{\partial t}=D\frac{\partial c}{\partial x}\quad(x=0). \tag{4}
\]

The equilibrium content is \(sc_0\), and the filling is \(F=\Gamma/(sc_0)\), a fraction of this content and not of the available sites. With \(X=x/s\), \(T=Dt/s^2\) and \(\operatorname{erfcx}z=e^{z^2}\operatorname{erfc}z\), the solution is

\[
F=1-\operatorname{erfcx}\sqrt T,\qquad
\frac c{c_0}=1-e^{-X^2/4T}\operatorname{erfcx}\left(\sqrt T+\frac X{2\sqrt T}\right), \tag{23}
\]

and the filling rate is

\[
\frac{dF}{dt}=\frac D{s^2}\left[\frac1{\sqrt{\pi T}}-\operatorname{erfcx}\sqrt T\right]. \tag{24}
\]

The deficit \(w=1-c/c_0\) satisfies \(0<w\le e^{-X^2/4T}=e^{-x^2/4Dt}\).

At early times

\[
F=2\sqrt{\frac T\pi}-T+\frac{4T^{3/2}}{3\sqrt\pi}-\cdots . \tag{25}
\]

To leading order the plane is a perfect sink, with its concentration held at zero and an uptake of \(2c_0\sqrt{Dt/\pi}\) per area. At late times

\[
1-F=\frac1{\sqrt{\pi T}}\left(1-\frac1{2T}+\cdots\right),
\qquad 1-F\simeq\frac s{\sqrt{\pi Dt}}. \tag{26}
\]

### Numerical evaluation

For large \(T\), the product \(e^T\operatorname{erfc}\sqrt T\) combines an overflowing factor with an underflowing one. A library function for \(\operatorname{erfcx}\) avoids this. For very small \(T\), the subtraction \(1-\operatorname{erfcx}\sqrt T\) loses relative accuracy, and the three terms of (25) are preferable. The first omitted term is \(-T^2/2\), which relative to \(F\) is about \(\sqrt\pi\,T^{3/2}/4\) in magnitude. This estimate can set the switching point.

### Worked example

The parameters are round values for a light-dose drive-in at temperature \(\theta=800\) K: \(D=1\ \mathrm{nm^2/s}\), \(s=10\) nm, \(c_0=10^{19}\ \mathrm{cm^{-3}}\) and \(t=30\) s. Then

\[
\frac{s^2}D=100\ \mathrm s,\qquad T=\frac{30}{100}=0.300,\qquad \sqrt T=0.5477,
\]

\[
F=1-1.3499\times0.4386=0.408. \tag{27}
\]

The equilibrium content is \(sc_0=10^{-6}\ \mathrm{cm}\times10^{19}\ \mathrm{cm^{-3}}=10^{13}\ \mathrm{cm^{-2}}\). The content after the anneal is thus \(4.08\times10^{12}\ \mathrm{cm^{-2}}\), or \(0.0408\ \mathrm{nm^{-2}}\). The silicide concentration at the interface is \(4.08\times10^{18}\ \mathrm{cm^{-3}}\), and by (24) the filling is still rising by 0.0044 per second.

Half filling takes 59 s, but 90% filling takes 3085 s, about 52 times as long. For an exponential approach the ratio would be \(\ln10/\ln2\approx3.3\). At 1 s the first two terms of (25) give 0.1028, against 0.1035 from the full formula. At 1000 s the leading form of (26) gives \(F=0.8216\), against 0.8294. That is an error of about 1% in the filling but nearly 5% in the remaining deficit, consistent with the correction \(1/(2T)\) at \(T=10\).

### A finite-volume form for other boundary laws

When an assumption is dropped, the diffusion problem can be solved numerically. Divide a length \(L\) into cells of width \(h_i\) with centres \(x_i\) and scaled concentrations \(u_i\), and let \(y=\Gamma/(sc_0)\). With \(q_i\) denoting flow towards the interface,

\[
h_i\frac{du_i}{dt}=q_i-q_{i-1},\qquad
q_i=D\frac{u_{i+1}-u_i}{x_{i+1}-x_i},\qquad
s\frac{dy}{dt}=q_0. \tag{28}
\]

The outer wall has \(q_N=0\). The interface flow is

\[
q_0=D\frac{u_1-g(y)}{h_1/2+\ell}, \tag{29}
\]

where \(g(y)\) is the scaled bulk concentration in equilibrium with the content \(y\), and \(\ell\) describes slow attachment. The model of the first half has \(g=y\) and \(\ell=0\). Summing (28) over the cells shows that \(\sum h_iu_i+sy\) is conserved.

This scheme was compared with (23) on 500 cells covering 800 nm and graded finely towards the interface. At seven times from 1 s to 3085 s the largest difference in \(F\) was \(4.4\times10^{-6}\). At 30 s the profile differed by at most \(5.1\times10^{-6}\) of \(c_0\). These figures measure the agreement of two solutions of the same model, not the accuracy of the model for a device.

The corrections below all refer to 30 s. Each changes one feature with the other parameters held fixed, unless stated otherwise. Percentages are relative to the reference value \(F=0.408\), and \(F\) continues to mean \(\Gamma/(sc_0)\), even where the equilibrium content is no longer \(sc_0\).

### Finite film thickness

For a closed film of thickness \(L=30\) nm the filling is again 0.408. The reason lies in the bound \(w\le e^{-x^2/4Dt}\): at \(x=30\) nm the half-space deficit is below \(e^{-7.5}\), so the outer surface has hardly been felt. At long times the film matters. If the final concentration is \(c_f\), conservation requires \(Lc_0=(L+s)c_f\), and hence

\[
F_\infty=\frac L{L+s}=\frac{30}{40}=0.75. \tag{30}
\]

The half-space value at 1000 s, 0.829, exceeds this equilibrium limit and cannot be used for this film. The half-space law is safe while \(4Dt\) is well below \(L^2\). If \(s\ll L\), its error in \(F\) remains modest at later times too: it grows towards \(s/(L+s)\), which is 0.09 for \(s=L/10\) and 0.01 for \(s=L/100\).

### Saturation and repulsion

If the interface has \(N_s\) sites per area, the ratio of occupied to free sites replaces the linear law: \(\Gamma/(N_s-\Gamma)=s\,c(0,t)/N_s\). This gives \(g=y/(1-\sigma y)\) with \(\sigma=sc_0/N_s\). For \(N_s=7\times10^{14}\ \mathrm{cm^{-2}}\) the filling changes by \(-0.2\%\).

Electrostatic repulsion is stronger. Suppose that all segregated dopants are ionised and lie in a sheet on the silicon side, at a distance \(d=0.3\) nm from the silicide, which carries the compensating charge. In this mean-field picture the sheet potential is \(e\Gamma d/(\varepsilon_0\varepsilon_r)\), with \(e\) the elementary charge and \(\varepsilon_r=11.7\). At \(\Gamma=sc_0\) it is 0.0464 V. An atom joining the sheet pays the corresponding energy, so

\[
g(y)=y\,e^{\rho y},\qquad \rho=\frac{0.0464\ \mathrm{eV}}{0.0689\ \mathrm{eV}}\approx0.67, \tag{31}
\]

where the denominator is \(k_B\theta\). The bulk permittivity is used here over a single atomic spacing, where a continuum dielectric is only a rough guide, so \(\rho\) is an estimate of size rather than a material value. The filling falls to 0.373, a change of \(-8.6\%\). The uniform sheet overstates the repulsion at this dose. The ions are about 5 nm apart, much farther than their distance from the screening charge, and they avoid the close pairs that the mean field includes. Two point ions at separation \(r\), screened by their image charges, interact with the energy \(V(r)=\frac{e^2}{4\pi\varepsilon_0\varepsilon_r}\left[1/r-1/\sqrt{r^2+4d^2}\right]\). The mean field integrates \(V/k_B\theta\) over the plane. Integrating \(1-e^{-V/k_B\theta}\) instead, as is appropriate at low density, lowers \(\rho\) to 0.35 and gives a change of \(-4.5\%\), roughly half as large.

At \(c_0=10^{20}\ \mathrm{cm^{-3}}\) both \(\sigma\) and \(\rho\) are ten times larger. With both effects included, \(F=0.198\), which is 51.5% below the linear result. At this filling the repulsion factor \(e^{\rho y}\) is about 3.8, while the saturation factor \(1/(1-\sigma y)\) is about 1.03, so in this model repulsion accounts for most of the departure. The ions are still about 2 nm apart, so the uniform sheet overstates the repulsion here too. For point ions with image charges the repulsion energy is a little over half the mean-field value, and the filling is about 0.26, some 37% below the linear result. The linear law needs \(\rho F\ll1\) as well as \(\sigma F\ll1\).

### Slow attachment

If atoms attach at a finite rate, local equilibrium is replaced by \(d\Gamma/dt=k\,[c(0,t)-\Gamma/s]\), where \(k\) is a velocity. The length in (29) is then \(\ell=D/k\). If one atomic jump of length 0.3 nm has an additional barrier of 0.1 eV, a simple estimate is \(\ell=0.3\ \mathrm{nm}\times e^{0.1/0.0689}=1.28\) nm. The filling becomes 0.366, a change of \(-10\%\).

### Initial profile

An implanted dopant does not start with a flat profile. Consider a Gaussian centred 15 nm from the interface, with a standard deviation of 6 nm, in the closed 30 nm film and with the same total dose. The filling is 0.253, a change of \(-38\%\). The film thickness by itself had no visible effect at this time, so the change comes from the profile: fewer atoms start close to the interface. For such a case (28) should be started from the implanted profile.

### Grain boundaries

Suppose that \(m\) equal planar faces supply one plane. The arrival rate is then \(mD\,\partial c/\partial x\), and the boundary condition becomes \((s/m)\,\partial c/\partial t=D\,\partial c/\partial x\). The filling law keeps its form with \(s\) replaced by \(s/m\), while the equilibrium content remains \(sc_0\).

This gives an estimate for fast grain boundaries. Square columnar grains of width \(b=100\) nm have side faces of area \(4bL\) for each interface area \(b^2\). If every side face has the interface concentration, and the boundaries neither store atoms nor resist their motion, then

\[
m=1+\frac{4L}b=1+\frac{120}{100}=2.2. \tag{32}
\]

The filling rises to 0.623, a change of \(+53\%\). The estimate neglects the overlap of depleted regions at grain edges and therefore overstates the gain. Even with \(\sqrt{Dt}=5.5\) nm, well below \(L\) and \(b\), the overlap matters: if the base and the four side faces of a grain were perfect sinks, the uptake per interface area would be \(c_0L[1-(1-2\lambda/b)^2(1-\lambda/L)]\) with \(\lambda=2\sqrt{Dt/\pi}\), instead of \(mc_0\lambda\). Superposing this response over the rising interface concentration gives a filling of about 0.57, a change of \(+40\%\). Neither figure is a strict upper bound, because boundaries that contain dopant at the start could deliver more.

### Temperature error and leakage

Let \(D\) have an activation energy of 2 eV, and let \(s=a\,e^{E_b/k_B\theta}\) with \(a=0.3\) nm. The chosen \(s\) then corresponds to a binding energy \(E_b=0.242\) eV. An anneal 10 K hotter has \(D=1.43\ \mathrm{nm^2/s}\) and \(s=9.58\) nm. The content \(\Gamma\) rises by 9.8%: faster supply outweighs weaker binding.

Leakage into initially empty silicon can be estimated by holding its surface at \(c_0\). Replacing \(c\) by \(c_0-c\) turns this into the perfect-sink problem, so the uptake is \(2c_0\sqrt{D_{\mathrm{Si}}t/\pi}\). With an assumed value \(D_{\mathrm{Si}}=10^{-7}\ \mathrm{nm^2/s}\), this is 0.05% of the interface content. The uptake grows as the square root of \(D_{\mathrm{Si}}\), which can be larger for a fast dopant such as boron at high concentration. A silicon surface concentration above \(c_0\) would raise the estimate in proportion.

### Relation to real silicide contacts

The film thickness, temperature and time lie in the rough range used for dopant drive-in through nickel silicide on silicon: tens of nanometres, around 500 to 600 °C, and seconds to a minute. The dose is far from typical. The model film holds \(3\times10^{13}\ \mathrm{cm^{-2}}\), whereas implants for this purpose are often ten or more times heavier, where the linear law is doubtful. The diffusivity and enrichment length are assumed values, and real diffusivities may differ from the one used here by orders of magnitude. Since \(F\) depends on \(Dt\), the fillings at other times also show this sensitivity: a threefold smaller \(D\) gives 0.28 after 30 s, and a \(D\) larger by a factor of 3.3 gives 0.57. Real films are also polycrystalline and start with uneven profiles, which in the estimates above move the result by about \(+40\%\) and \(-38\%\). These corrections were computed separately and should not be added. The model also excludes dopant pushed ahead of a growing silicide, because its interface is fixed. It predicts the number of segregated atoms, not their electrical activity or the contact resistance.

Most of the values used in this half are listed in the numerical output below.

## Numbers as computed

```
diffusivity D = 1.0 nm^2/s = 1.0e-14 cm^2/s
enrichment length s = 10.0 nm
bulk concentration c0 = 1.0e+19 cm^-3
anneal time = 30 s at 800 K
thermal energy kT = 0.0689 eV
time scale s^2/D = 100.0 s
scaled time T = 0.300
sqrt(Dt) = 5.477 nm
sqrt(Dt)/s = 0.5477
exp(T) = 1.3499
erfc(sqrt(T)) = 0.4386
filling F after anneal = 0.4080
equilibrium content s*c0 = 1.00e+13 cm^-2
content after anneal = 4.080e+12 cm^-2
same content = 0.04080 nm^-2
bulk concentration at interface = 4.080e+18 cm^-3
filling rate dF/dt after anneal = 0.00438 1/s
filling at 1 s = 0.1035
filling at 10 s = 0.2764
filling at 100 s = 0.5724
filling at 1000 s = 0.8294
early two-term law at 1 s = 0.1028
late leading law at 1000 s = 0.8216
time to 50% = 59.1 s, to 90% = 3085 s
ratio of these times = 52.2
largest filling error, solver vs formula = 4.4e-06
largest profile error, solver vs formula = 5.1e-06
Omitted effects, one at a time, after the anneal:
film 30 nm thick: F = 0.4080 (-0.00 %)
long-time filling with this film = 0.7500
interface site density = 7.0e+14 cm^-2
site saturation: F = 0.4072 (-0.19 %)
sheet distance = 0.3 nm, permittivity = 11.7
sheet potential at full filling = 0.0464 V
sheet repulsion: F = 0.3731 (-8.6 %)
extra attachment barrier = 0.1 eV
attachment length D/rate = 1.28 nm
slow attachment: F = 0.3657 (-10.4 %)
implant centre 15 nm, sigma 6 nm
peaked implant: F = 0.2527 (-38.1 %)
grain width = 100 nm, face factor = 2.20
grain short circuits: F = 0.6226 (+52.6 %)
activation energy of D = 2.0 eV
binding energy kT ln(s/spacing) = 0.242 eV
10 K hotter: D = 1.431 nm^2/s, s = 9.58 nm
10 K hotter: content changes by +9.8 %
diffusivity in silicon (rough) = 1e-07 nm^2/s
leakage into silicon / content = 0.048 %
c0 = 1e+20 cm^-3, saturation and repulsion:
  F = 0.1979 (-51.5 %)
```
